# Shot noise below the Poisson value without electron-electron interactions: a numerical check

```python
# Claim under test: free fermions alone give shot noise below the Poisson value.
# One-sided noise, e = hbar = 1, summed over channels and spins:
#   S = (1/pi) sum int dE { T[fL(1-fL)+fR(1-fR)] + T(1-T)(fL-fR)^2 },  F = S/(2I)
# T: transmission, fL and fR: occupations of the two reservoirs, I: mean current.
# Example: silicide contact on n+ silicon (100), parabolic depletion barrier.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, cumulative_trapezoid
from scipy.special import hyp1f1, expit
from scipy.stats import binom, poisson

HA = sc.value('Hartree energy in eV')
A0 = sc.value('Bohr radius') * 1e9            # nm
KB = sc.k / sc.e                              # eV/K
AMP = sc.e * sc.value('Hartree energy') / sc.hbar   # atomic unit of current, A


# ---- 1. random deletion of a counted stream, by explicit sums ----
def thinned_fano(weights, T):
    n_in = np.arange(len(weights))
    n_out = n_in[:, None]
    p_out = (binom.pmf(n_out, n_in[None, :], T) * weights).sum(axis=1)
    mean = (n_in * p_out).sum()
    return ((n_in - mean)**2 * p_out).sum() / mean


counts = np.arange(61)
F_poisson = thinned_fano(poisson.pmf(counts, 6.0), 0.7)
F_filled = thinned_fano(binom.pmf(counts, 20, 1.0), 0.7)
F_partly = thinned_fano(binom.pmf(counts, 20, 0.3), 0.7)
assert abs(F_poisson - 1) < 1e-9
assert abs(F_filled - (1 - 0.7)) < 1e-9
assert abs(F_partly - (1 - 0.7 * 0.3)) < 1e-9
print(f"Deletion T=0.7: F Poisson input    {F_poisson:.4f}")
print(f"Deletion T=0.7: F all slots filled {F_filled:.4f}")
print(f"Deletion T=0.7: F 30% slots filled {F_partly:.4f}")

# ---- 2. Wick sum with a random unitary scattering matrix ----
rng = np.random.default_rng(4)
s_mat = np.linalg.qr(rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6)))[0]
P_left = np.diag([1.0, 1, 1, 0, 0, 0])
A_cur = P_left - s_mat.conj().T @ P_left @ s_mat
fl, fr = 0.83, 0.27
occ = np.array([fl] * 3 + [fr] * 3)
wick = (abs(A_cur)**2 * np.outer(occ, 1 - occ)).sum()
Tn = np.linalg.svd(s_mat[3:, :3], compute_uv=False)**2
eig_form = (Tn * (fl*(1-fl) + fr*(1-fr)) + Tn*(1-Tn)*(fl-fr)**2).sum()
assert abs(wick - eig_form) < 1e-12
wick_classical = (abs(A_cur)**2 * np.outer(occ, np.ones(6))).sum()
assert abs(wick_classical - (Tn * (fl + fr)).sum()) < 1e-12
deficit = (Tn**2 * (fl-fr)**2 + 2*Tn*fl*fr).sum()
assert abs(wick_classical - wick - deficit) < 1e-12

# ---- 3. constant transmission at finite temperature ----
theta, bias, T = 1.0, 3.0, 0.6


def noise_density(E):
    a, b = expit(-(E - bias) / theta), expit(-E / theta)
    return T*(a*(1-a) + b*(1-b)) + T*(1-T)*(a-b)**2


direct = quad(noise_density, -45, 48, points=[0, 3], limit=200)[0]
closed = 2*theta*T**2 + T*(1-T)*bias/np.tanh(bias/(2*theta))
assert abs(direct - closed) < 1e-7

# ---- 4. real-time evolution of free fermions on a chain with a weak link ----
sites, link = 600, 0.5
half = sites // 2
hop = np.ones(sites - 1)
hop[half - 1] = link
levels, states = np.linalg.eigh(-np.diag(hop, 1) - np.diag(hop, -1))


def transfer_operator(time):
    right_rows = (states[half:] * np.exp(-1j * levels * time)) @ states.T
    D = right_rows.conj().T @ right_rows
    D[range(half, sites), range(half, sites)] -= 1
    return D


t1, t2 = 60.0, 140.0
D1, D2 = transfer_operator(t1), transfer_operator(t2)
k_mid = (np.arange(20000) + 0.5) * np.pi / 20000
dE = 2 * np.sin(k_mid) * np.pi / 20000
T_link = 4*np.sin(k_mid)**2 / ((link + 1/link)**2 - 4*np.cos(k_mid)**2)
print("Chain, weak link 0.5: variance rate / mean rate")
for fl, fr in ((1.0, 0.0), (0.3, 0.0), (0.8, 0.3)):
    occ = np.array([fl] * half + [fr] * half)
    means = [(np.diag(D).real * occ).sum() for D in (D1, D2)]
    variances = [occ @ abs(D)**2 @ (1 - occ) for D in (D1, D2)]
    mean_rate = (means[1] - means[0]) / (t2 - t1)
    var_rate = (variances[1] - variances[0]) / (t2 - t1)
    mean_formula = (T_link * (fl - fr) * dE).sum() / (2*np.pi)
    var_formula = ((T_link*(fl*(1-fl) + fr*(1-fr))
                    + T_link*(1-T_link)*(fl-fr)**2) * dE).sum() / (2*np.pi)
    # 2% allows for the slow logarithmic transient of the sudden start
    assert abs(mean_rate / mean_formula - 1) < 0.02
    assert abs(var_rate / var_formula - 1) < 0.02
    print(f"  fL={fl:.1f} fR={fr:.1f}: evolved {var_rate/mean_rate:.3f}"
          f"  formula {var_formula/mean_formula:.3f}")

# ---- 5. interacting level and free level with equal current and noise ----
gam_L, gam_R = 1.0, 1.0                       # meV


def growth(s):
    out = gam_R * np.exp(s)
    M = np.array([[-2*gam_L, out, out], [gam_L, -gam_R, 0], [gam_L, 0, -gam_R]])
    return np.linalg.eigvals(M).real.max()


h = 1e-3
I_int = (growth(h) - growth(-h)) / (2*h)
F_int = (growth(h) + growth(-h) - 2*growth(0)) / h**2 / I_int
gl, gr = gam_L, gam_R / 2


def lorentz(E):
    return gl * gr / (E**2 + (gl + gr)**2 / 4)


area1 = quad(lorentz, -np.inf, np.inf)[0]
area2 = quad(lambda E: lorentz(E)**2, -np.inf, np.inf)[0]
I_free, F_free = 2 * area1 / (2*np.pi), 1 - area2 / area1
F_renewal = (4*gam_L**2 + gam_R**2) / (2*gam_L + gam_R)**2
assert abs(F_int - F_renewal) < 1e-5 and abs(F_int - F_free) < 1e-5
assert abs(I_int - I_free) < 1e-5
to_uA = 1e-3 * sc.e / sc.hbar * sc.e * 1e6
print(f"Level, repulsion: rates {gam_L:.2f}, {gam_R:.2f} meV,"
      f" I {I_int*to_uA:.4f} uA, F {F_int:.4f}")
print(f"Level, free:      rates {gl:.2f}, {gr:.2f} meV,"
      f" I {I_free*to_uA:.4f} uA, F {F_free:.4f}")

# ---- 6. silicide contact ----
EPS_R, M_L, M_T = 11.7, 0.92, 0.19
EPS = EPS_R / (4*np.pi)
PHI, BIAS, AREA, DOPING, TEMP = 0.30, 0.010, 100.0, 3e20, 4.0
METAL_BAND = 5.0
V_METAL = np.sqrt(2 * METAL_BAND / HA)
# valley families: number, mass along the normal, mass in the plane
VALLEYS = ((4, M_T, np.sqrt(M_T * M_L)), (2, M_L, M_T))
phi = PHI / HA


def density_au(N_cm3):
    return N_cm3 * (A0 * 1e-7)**3


def fermi_level(N):
    m_dos = (M_L * M_T**2)**(1/3)
    return (3*np.pi**2 * N / 6)**(2/3) / (2*m_dos)


def trans_exact(E, U0, N, m, v_metal):
    w = np.sqrt(N / (m*EPS))
    a = np.sqrt(m*w)
    z = a * np.sqrt(2*EPS*U0/N)
    k, lam, g = np.sqrt(2*m*E), 2*E/w, np.exp(-z*z/2)
    pe, po = (1-lam)/4, (3-lam)/4
    even = g * hyp1f1(pe, 0.5, z*z)
    d_even = -z*even + g*4*z*pe*hyp1f1(pe+1, 1.5, z*z)
    core = g * hyp1f1(po, 1.5, z*z)
    odd = z * core
    d_odd = core - z*odd + g*z*z*(4*po/3)*hyp1f1(po+1, 2.5, z*z)
    psi = even - 1j*k/a*odd
    slope = -a*d_even + 1j*k*d_odd
    incoming = 0.5 * (psi + slope/(1j*m*v_metal))
    return (k/m) / (v_metal * abs(incoming)**2)


def trans_sliced(E, U_mid, d, m, v_metal):
    k = np.sqrt(2*m*E)
    psi, slope = np.ones_like(E) + 0j, 1j*k
    for U in U_mid[::-1]:
        q = np.sqrt(2*m*(E - U) + 1e-14j)
        c, s = np.cos(q*d), np.sin(q*d)
        psi, slope = psi*c - slope*s/q, slope*c + psi*q*s
    incoming = 0.5 * (psi + slope/(1j*m*v_metal))
    return (k/m) / (v_metal * abs(incoming)**2)


def mode_sums(E, trans_list):
    total = [0, 0]
    for (number, _, m_par), Tz in zip(VALLEYS, trans_list):
        weight = 2 * number * m_par / (2*np.pi)
        for j in (0, 1):
            total[j] = total[j] + weight*cumulative_trapezoid(Tz**(j+1), E, initial=0)
    return total


def linear_fano(N, trans):
    E = np.linspace(1e-9, fermi_level(N), 601)
    s1, s2 = mode_sums(E, [trans(E, i, v[1]) for i, v in enumerate(VALLEYS)])
    return 1 - s2[-1] / s1[-1]


def fano_doping(N_cm3, v_light=V_METAL):
    N = density_au(N_cm3)
    speeds = (v_light, V_METAL)
    return linear_fano(N, lambda E, i, m: trans_exact(
        E, phi + fermi_level(N), N, m, speeds[i]))


N = density_au(DOPING)
xi = fermi_level(N)
V = BIAS / HA
U0 = phi + xi - V
W = np.sqrt(2*EPS*U0/N)
E_grid = np.linspace(1e-9, 0.75/HA, 7501)
T_val = [trans_exact(E_grid, U0, N, v[1], V_METAL) for v in VALLEYS]
assert all(t.min() > 0 and t.max() <= 1 + 1e-9 for t in T_val)
slices = 1000
x_mid = (np.arange(slices) + 0.5) * W / slices
E_test = np.array([0.03, 0.10, 0.15, 0.40]) / HA
for v in VALLEYS:
    sliced = trans_sliced(E_test, U0*(1 - x_mid/W)**2, W/slices, v[1], V_METAL)
    assert np.allclose(sliced, trans_exact(E_test, U0, N, v[1], V_METAL), rtol=1e-3)
s1, s2 = mode_sums(E_grid, T_val)


def current_and_noise(kelvin):
    th = KB * kelvin / HA
    a, b = expit(-(E_grid - xi)/th), expit(-(E_grid - xi + V)/th)
    I = np.trapezoid(s1*(a-b), E_grid) if hasattr(np, 'trapezoid') else np.trapz(s1*(a-b), E_grid)
    y = s1*(a*(1-a) + b*(1-b)) + (s1-s2)*(a-b)**2
    S = np.trapezoid(y, E_grid) if hasattr(np, 'trapezoid') else np.trapz(y, E_grid)
    return I / (2*np.pi), S / np.pi


I_cold, S_cold = current_and_noise(TEMP)
I_warm, S_warm = current_and_noise(300.0)
ratio_cold, ratio_warm = S_cold/(2*I_cold), S_warm/(2*I_warm)
window = (E_grid > xi - V) & (E_grid < xi)
F_zero = 1 - s2[window].sum() / s1[window].sum()
th = KB * TEMP / HA
m1, m2 = np.interp(xi - V/2, E_grid, s1), np.interp(xi - V/2, E_grid, s2)
closed = (2*th*m2 + (m1-m2)*V/np.tanh(V/(2*th))) / (m1*V)
assert abs(closed / ratio_cold - 1) < 0.01
assert F_zero < 1
area_au = AREA / A0**2
I_A = I_cold * area_au * AMP
R_c = BIAS / I_A
modes = sum(2*v[0]*v[2] for v in VALLEYS) * xi / (2*np.pi) * area_au
mean_T = np.interp(xi, E_grid, s1) * area_au / modes
print(f"Contact: barrier {PHI:.2f} eV, donors {DOPING:.1e} cm^-3, area {AREA:.0f} nm^2")
print(f"Masses {M_L:.2f}, {M_T:.2f}; permittivity {EPS_R:.1f}; metal band {METAL_BAND:.1f} eV")
print(f"Bias {BIAS*1e3:.0f} mV, temperature {TEMP:.0f} K, kT {KB*TEMP*1e3:.3f} meV")
print(f"Fermi level above band edge   {xi*HA:.4f} eV")
print(f"Band bending U0               {U0*HA:.4f} eV")
print(f"Depletion width               {W*A0:.3f} nm = {W*A0*10:.2f} angstrom")
print(f"Largest field                 {2*U0*HA/(W*A0)*10:.2f} MV/cm")
print(f"T at Fermi level, light mass  {np.interp(xi, E_grid, T_val[0]):.4f}")
print(f"T at Fermi level, heavy mass  {np.interp(xi, E_grid, T_val[1]):.4f}")
print(f"Modes with spin               {modes:.1f}")
print(f"Mean transmission             {mean_T:.4f}")
print(f"Current                       {I_A*1e6:.3f} uA")
print(f"Current density               {I_A/(AREA*1e-14):.2e} A/cm^2")
print(f"Contact resistance            {R_c:.1f} ohm")
print(f"Contact resistivity           {R_c*AREA*1e-14:.2e} ohm cm^2")
print(f"Fano factor, zero temperature {F_zero:.4f}")
print(f"S/(2eI) at 4 K                {ratio_cold:.4f}")
print(f"Noise S at 4 K                {2*sc.e*I_A*ratio_cold:.3e} A^2/Hz")
print(f"S/(2eI) at 300 K              {ratio_warm:.3f}")
for n_cm in (1e20, 2e20, 3e20):
    print(f"F at zero bias, donors {n_cm:.0e} cm^-3: {fano_doping(n_cm):.4f}")

# ---- 7. size of what the contact model leaves out (zero bias, 0 K) ----
U_eq = phi + xi
U_ax = np.geomspace(U_eq, 1e-3*xi, 4000)
u = np.clip(1 - U_ax/xi, 0, None)
slope_tf = np.sqrt(2*N/EPS * (U_ax - 0.4*xi*(1 - u**2.5)))
x_tf = cumulative_trapezoid(-1/slope_tf, U_ax, initial=0)
length = x_tf[-1]
step = length / slices
x_s = (np.arange(slices) + 0.5) * step
W_eq = np.sqrt(2*EPS*U_eq/N)
parabola = U_eq * np.clip(1 - x_s/W_eq, 0, None)**2
tail = np.interp(x_s, x_tf, U_ax)
image = 1 / (4*EPS_R*x_s)


def fano_profile(U):
    return linear_fano(N, lambda E, i, m: trans_sliced(E, U, step, m, V_METAL))


F_base = fano_doping(DOPING)
assert abs(fano_profile(parabola) - F_base) < 1e-3
print(f"F with carrier tail           {fano_profile(tail):.4f}")
print(f"F with image force            {fano_profile(np.clip(parabola-image, 0, None)):.4f}")
print(f"F with tail and image force   {fano_profile(np.clip(tail-image, 0, None)):.4f}")
k_valley = 0.85 * 2*np.pi / (0.543 / A0)
normal_energy = METAL_BAND/HA - k_valley**2/2
print(f"Metal normal energy, off-axis {normal_energy*HA:.3f} eV")
print(f"F with that metal velocity    {fano_doping(DOPING, np.sqrt(2*normal_energy)):.4f}")
donors = DOPING * 1e-21 * W * A0 * AREA
spread = 1 / np.sqrt(donors)
print(f"Donors in depletion layer     {donors:.1f}, relative spread {spread:.3f}")
print(f"F for donors -/+ one spread   {fano_doping(DOPING*(1-spread)):.4f},"
      f" {fano_doping(DOPING*(1+spread)):.4f}")
MOBILITY = 80.0                               # cm^2/Vs, rough
rho = 1 / (sc.e * DOPING * MOBILITY)
R_s = rho / (4 * np.sqrt(AREA/np.pi) * 1e-7)
# unit noise source across R_c, in series with R_s: unknowns are current, voltage
fraction = np.linalg.solve([[1, 1/R_c], [-R_s, 1]], [1, 0])[0]
assert abs(fraction - R_c/(R_c + R_s)) < 1e-12
print(f"Mobility {MOBILITY:.0f} cm^2/Vs, spreading resistance {R_s:.1f} ohm")
print(f"Apparent F with that in series {F_zero*fraction**2:.4f}")

# ---- 8. thermionic emission: open channels, almost empty ----
b = PHI / (KB * 300)
flux1 = quad(lambda y: y*expit(-b-y), 0, 60)[0]
flux2 = quad(lambda y: y*expit(-b-y)**2, 0, 60, epsabs=0)[0]
assert abs(flux2/flux1 / (np.exp(-b)/4) - 1) < 1e-3
print(f"Thermionic, 300 K: occupation at barrier top {expit(-b):.3e}")
print(f"Thermionic, 300 K: 1-F with T=1              {flux2/flux1:.3e}")
print("all good")
```

Running it gives:

```
Deletion T=0.7: F Poisson input    1.0000
Deletion T=0.7: F all slots filled 0.3000
Deletion T=0.7: F 30% slots filled 0.7900
Chain, weak link 0.5: variance rate / mean rate
  fL=1.0 fR=0.0: evolved 0.446  formula 0.446
  fL=0.3 fR=0.0: evolved 0.834  formula 0.834
  fL=0.8 fR=0.3: evolved 0.963  formula 0.963
Level, repulsion: rates 1.00, 1.00 meV, I 0.1623 uA, F 0.5556
Level, free:      rates 1.00, 0.50 meV, I 0.1623 uA, F 0.5556
Contact: barrier 0.30 eV, donors 3.0e+20 cm^-3, area 100 nm^2
Masses 0.92, 0.19; permittivity 11.7; metal band 5.0 eV
Bias 10 mV, temperature 4 K, kT 0.345 meV
Fermi level above band edge   0.1540 eV
Band bending U0               0.4440 eV
Depletion width               1.383 nm = 13.83 angstrom
Largest field                 6.42 MV/cm
T at Fermi level, light mass  0.5688
T at Fermi level, heavy mass  0.1220
Modes with spin               132.0
Mean transmission             0.3370
Current                       16.435 uA
Current density               1.64e+07 A/cm^2
Contact resistance            608.4 ohm
Contact resistivity           6.08e-10 ohm cm^2
Fano factor, zero temperature 0.5780
S/(2eI) at 4 K                0.6071
Noise S at 4 K                3.197e-24 A^2/Hz
S/(2eI) at 300 K              5.208
F at zero bias, donors 1e+20 cm^-3: 0.8003
F at zero bias, donors 2e+20 cm^-3: 0.6609
F at zero bias, donors 3e+20 cm^-3: 0.5808
F with carrier tail           0.6638
F with image force            0.4698
F with tail and image force   0.5348
Metal normal energy, off-axis 1.314 eV
F with that metal velocity    0.4601
Donors in depletion layer     41.5, relative spread 0.155
F for donors -/+ one spread   0.6136, 0.5536
Mobility 80 cm^2/Vs, spreading resistance 115.2 ohm
Apparent F with that in series 0.4086
Thermionic, 300 K: occupation at barrier top 9.125e-06
Thermionic, 300 K: 1-F with T=1              2.281e-06
all good
```
